# Derivatives and Continuation of Generalized Eigenpairs

An electron moves in one dimension in two unequal Gaussian wells, 2.5 bohr apart. In a basis of one Gaussian function per well, its lower level rises by 0.213 hartree per bohr as the wells are separated. Yet the derivative of the Hamiltonian matrix, averaged with the coefficient vector of that level, gives 0.357 hartree per bohr, which is 68 percent too large. The discrepancy comes from the overlap of the basis functions, which changes as one of them moves with its well.

## The eigenvalue problem

Let $H(\lambda)$ and $S(\lambda)$ be real symmetric $n\times n$ matrices, continuously differentiable in a real parameter $\lambda$, with $S$ positive definite. The eigenpairs satisfy

$$Hc_m=E_mSc_m,\qquad c_m^TSc_m=1. \tag{1}$$

The symbol $d$ denotes the derivative with respect to $\lambda$, so $dE$ means $dE/d\lambda$. We follow one pair, $(E_n,c_n)$, written $(E,c)$ where no confusion arises. Its eigenvalue is assumed simple: no other eigenvector belongs to it. The sign of $c$, which (1) leaves free, is continued without jumps.

We need a complete set of eigenvectors. Since $S$ is positive definite, it has a factorization $S=LL^T$ with $L$ invertible. Put $y=L^Tc$ and multiply $Hc=ESc$ from the left by $L^{-1}$:

$$(L^{-1}HL^{-T})\,y=Ey. \tag{2}$$

This matrix is real symmetric, so it has $n$ orthonormal eigenvectors $y_m$. Going back to $c_m=L^{-T}y_m$ gives

$$c_m^TSc_k=y_m^Ty_k=\delta_{mk},\qquad v=\sum_m c_m\,(c_m^TSv) \tag{3}$$

for every vector $v$. The expansion follows by writing $v=\sum_m\alpha_mc_m$ and multiplying by $c_k^TS$, which isolates $\alpha_k$.

## Why the derivative exists

Before differentiating an eigenvector we must know that it is differentiable. Regard the eigenpair as the solution of $n+1$ equations for the $n+1$ unknowns $(c,E)$:

$$(H-ES)c=0,\qquad \tfrac12(1-c^TSc)=0. \tag{4}$$

Their Jacobian with respect to $(c,E)$ is the bordered matrix

$$K=\begin{pmatrix}H-ES&-Sc\\-c^TS&0\end{pmatrix}. \tag{5}$$

Suppose $K$ sends a vector $u$ and a number $t$ to zero. The first row says $(H-ES)u=tSc$. Multiply by $c^T$. Because $H$ and $S$ are symmetric, (1) also gives

$$c^T(H-ES)=0, \tag{6}$$

so the left side vanishes and $t\,c^TSc=t=0$. Then $(H-ES)u=0$, and since $E$ is simple, $u=\alpha c$. The second row gives $-c^TSu=-\alpha=0$. Thus $K$ is invertible, although $H-ES$ is singular. By the implicit function theorem, (4) has a differentiable solution branch through the given eigenpair.

## The slope of the eigenvalue

Differentiate $(H-ES)c=0$ by the product rule:

$$(dH-dE\,S-E\,dS)c+(H-ES)dc=0.$$

Keep the unknown vector on the left:

$$(H-ES)dc=-(dH-E\,dS)c+dE\,Sc. \tag{7}$$

Multiply by $c^T$. The left side is zero by (6), whatever $dc$ may be, and $c^TSc=1$. Therefore

$$\boxed{dE=c^T(dH-E\,dS)c.} \tag{8}$$

The slope of the eigenvalue does not require the derivative of its vector. If $c$ is not normalized, the last term of (7) contributes $dE\,c^TSc$, and the right side of (8) must be divided by $c^TSc$.

A simple case shows why the overlap term must be there. Let $H=s(\lambda)H_0$ and $S=s(\lambda)S_0$ with $s>0$ and fixed $H_0,S_0$. The common factor cancels from (1), so $E$ is constant. Formula (8) agrees: $dH=(ds/s)H$ and $dS=(ds/s)S$, hence $dE=(ds/s)(c^THc-E\,c^TSc)=0$. The term $c^TdH\,c$ alone would give the false slope $(ds/s)E$. In the opposite case, a basis with constant overlap, $dS=0$ and $dE=c^TdH\,c$.

## The derivative of the eigenvector

By (3), $dc_n$ is known once all the numbers $c_m^TS\,dc_n$ are known. For $m\ne n$, multiply (7) by $c_m^T$. On the left, $c_m^TH=E_mc_m^TS$; on the right, the last term vanishes because $c_m^TSc_n=0$:

$$(E_m-E_n)\,c_m^TS\,dc_n=-c_m^T(dH-E_n\,dS)c_n.$$

Dividing and absorbing the minus sign into the denominator gives

$$c_m^TS\,dc_n=\frac{c_m^T(dH-E_n\,dS)c_n}{E_n-E_m}. \tag{9}$$

The component along $c_n$ is still missing, and (7) cannot supply it: adding a multiple of $c_n$ to $dc_n$ leaves the left side unchanged. It comes from the normalization. Differentiating $c_n^TSc_n=1$ gives

$$dc_n^T\,Sc_n+c_n^TdS\,c_n+c_n^TS\,dc_n=0.$$

The first and last terms are equal because $S$ is symmetric, so

$$c_n^TS\,dc_n=-\tfrac12c_n^TdS\,c_n. \tag{10}$$

Insert (9) and (10) in the expansion (3):

$$\boxed{dc_n=\sum_{m\ne n}c_m\frac{c_m^T(dH-E_n\,dS)c_n}{E_n-E_m}-\tfrac12\,(c_n^TdS\,c_n)\,c_n.} \tag{11}$$

The sum turns the state toward the other eigenvectors. The last term changes its length, so that the norm stays one while the metric $S$ changes. In the scaling case above, the sum vanishes because $dH-E_n\,dS=(ds/s)(H-E_nS)$ annihilates $c_n$. What remains is $dc_n=-\tfrac12(ds/s)c_n$, as it must be for $c_n\propto s^{-1/2}$.

To see what happens without the last term, call the sum $p$, take a small step $h$ in $\lambda$, and move the vector to $c+hp$ while $S$ becomes $S+h\,dS$ to first order. Since $c^TSp=0$,

$$(c+hp)^T(S+h\,dS)(c+hp)=1+h\,c^TdS\,c+O(h^2). \tag{12}$$

The squared norm, $c^TSc$ for the moving vector and matrix, then drifts at the rate $c^TdS\,c$.

For complex Hermitian matrices the transpose becomes the conjugate transpose. Equation (10) then fixes the real part of $c_n^\dagger S\,dc_n$; its imaginary part depends on how the phase of $c_n$ is chosen along the path.

## One linear system instead of all eigenvectors

The sum in (11) needs every eigenvector, while an iterative eigensolver may have found just a few. Equations (7) and (10) can instead be solved together. Moving $dE\,Sc$ to the left in (7), and changing the sign of (10), gives

$$K\begin{pmatrix}dc\\dE\end{pmatrix}=\begin{pmatrix}-(dH-E\,dS)c\\\tfrac12c^TdS\,c\end{pmatrix}. \tag{13}$$

Because $K$ is invertible, the solution is unique and coincides with (8) and (11). A linear solver can treat (13) through products of $H$ and $S$ with vectors.

Both routes become delicate when another level comes close. In (11) a denominator becomes small. In (13),

$$K\begin{pmatrix}c_m\\0\end{pmatrix}=\begin{pmatrix}(E_m-E_n)Sc_m\\0\end{pmatrix},$$

so $K$ nearly annihilates a nonzero vector, and errors in the right side are amplified along $c_m$.

## Two wells: the matrices

We now take $\lambda=R$, the distance between the wells, and use Hartree atomic units. The Hamiltonian is $h=-\tfrac12\partial_x^2+V$ with

$$V=-D_1e^{-bx^2}-D_2e^{-b(x-R)^2}, \tag{14}$$

where $D_1=1$ hartree, $D_2=0.8$ hartree, $b=0.5$ bohr$^{-2}$ and $R=2.5$ bohr. The basis functions are $\chi_A=(2a/\pi)^{1/4}e^{-a(x-A)^2}$ with $a=0.5$ bohr$^{-2}$, centred at $A=0$ and $A=R$.

With $P=(A+B)/2$, the identity $(x-A)^2+(x-B)^2=2(x-P)^2+\tfrac12(A-B)^2$ gives

$$\chi_A\chi_B=e^{-a(A-B)^2/2}\sqrt{2a/\pi}\;e^{-2a(x-P)^2}. \tag{15}$$

The Gaussian centred at $P$ integrates to one, so the overlap is $e^{-a(A-B)^2/2}$. Since $\chi_B$ depends on $x-B$, $\partial_x^2\chi_B=\partial_B^2\chi_B$. The kinetic element is therefore $-\tfrac12\partial_B^2$ of the overlap, which equals $\tfrac a2[1-a(A-B)^2]$ times the overlap. For a well centred at $C$, completing the square gives

$$2a(x-P)^2+b(x-C)^2=(2a+b)(x-X)^2+k(P-C)^2,$$

with $X=(2aP+bC)/(2a+b)$ and $k=2ab/(2a+b)$. Integration over $x$ then yields $q\,e^{-k(P-C)^2}$ times the overlap, where $q=\sqrt{2a/(2a+b)}$. Here $q=0.8165$ and $k=0.3333$ bohr$^{-2}$. Collecting terms,

$$\begin{aligned}
S_{12}&=e^{-aR^2/2},\qquad S_{11}=S_{22}=1,\\
H_{11}&=\tfrac a2-D_1q-D_2q\,e^{-kR^2},\\
H_{22}&=\tfrac a2-D_2q-D_1q\,e^{-kR^2},\\
H_{12}&=S_{12}\big[\tfrac a2(1-aR^2)-(D_1+D_2)q\,e^{-kR^2/4}\big].
\end{aligned} \tag{16}$$

In $H_{12}$ the product Gaussian sits at $R/2$, equally far from both wells. Differentiation with respect to $R$ gives

$$\begin{aligned}
dS_{12}&=-aRS_{12},\\
dH_{11}&=2kRD_2q\,e^{-kR^2},\quad dH_{22}=2kRD_1q\,e^{-kR^2},\\
dH_{12}&=-aRH_{12}+S_{12}\big[-a^2R+\tfrac{kR}2(D_1+D_2)q\,e^{-kR^2/4}\big].
\end{aligned} \tag{17}$$

At $R=2.5$ bohr, $S_{12}=0.209611$ and $(H_{11},H_{22},H_{12})=(-0.647829,-0.504863,-0.294354)$ hartree. The derivatives are $dS_{12}=-0.262014$ bohr$^{-1}$ and $(dH_{11},dH_{22},dH_{12})=(0.135554,0.169443,0.313185)$ hartree/bohr.

## Two wells: the derivatives

The levels are the roots of $(H_{11}-E)(H_{22}-E)=(H_{12}-ES_{12})^2$, namely $-0.733987$ and $-0.342607$ hartree. For the lower one, the first row of $(H-ES)c=0$ gives

$$\frac{c_2}{c_1}=-\frac{H_{11}-E}{H_{12}-ES_{12}}=\frac{0.647829-0.733987}{-0.294354+0.733987\times0.209611}=0.613,$$

where subscripts on $c$ here denote components. Normalization by $c_1^2+c_2^2+2c_1c_2S_{12}=1$ gives $c=(0.782515,0.479850)$. The same steps for the upper level give $c_{\rm up}=(0.658503,-0.903161)$.

The two parts of (8) are

$$\begin{aligned}
c^TdH\,c&=c_1^2dH_{11}+c_2^2dH_{22}+2c_1c_2dH_{12}=0.357215,\\
c^TdS\,c&=2(0.782515)(0.479850)(-0.262014)=-0.196767,
\end{aligned}$$

in hartree/bohr and bohr$^{-1}$. Hence

$$dE=0.357215-(-0.733987)(-0.196767)=0.212790\ \text{hartree/bohr},$$

or 10.94 eV/Å. Differences of the level at neighbouring separations, with matrices obtained by quadrature, give the same value to the printed digits. The overlap term removes 0.144 hartree/bohr and accounts for the discrepancy in the opening paragraph. The positive slope means that, in this model, the electron's energy favours bringing the wells together.

For the vector, the coupling $c_{\rm up}^T(dH-E\,dS)c$ is $-0.050814$ hartree/bohr. Division by the lower minus the upper energy gives the mixing coefficient

$$\frac{-0.050814}{-0.391380}=0.129834\ \text{bohr}^{-1}.$$

The normalization coefficient is $-\tfrac12(-0.196767)=0.098384$ bohr$^{-1}$. Equation (11) becomes, in bohr$^{-1}$,

$$dc=\begin{pmatrix}0.085496\\-0.117261\end{pmatrix}+\begin{pmatrix}0.076987\\0.047209\end{pmatrix}=\begin{pmatrix}0.162483\\-0.070052\end{pmatrix}. \tag{18}$$

Mixing raises the coefficient on the deeper well and lowers the other. The second part enlarges both, because the falling overlap would otherwise reduce the norm. Without it, the squared norm changes at the rate $-0.197$ bohr$^{-1}$, as (12) predicts; with it, the computed rate is zero within numerical error.

The direction of the mixing fits the limit $R\to\infty$. There $S_{12}$ and $H_{12}$ vanish, while $H_{11}$ tends to $a/2-D_1q$, which lies below the limit $a/2-D_2q$ of $H_{22}$. The lower vector therefore tends to $(1,0)$. All derivatives in (17) vanish as well, and so does the slope of the level.

## What the overlap term means physically

The matrix elements change for two reasons: the potential changes, and the basis functions move. Write $\psi=\sum_ic_i\chi_i$. By the product rule,

$$\begin{aligned}
dH_{ij}&=\langle d\chi_i|h|\chi_j\rangle+\langle\chi_i|dV|\chi_j\rangle+\langle\chi_i|h|d\chi_j\rangle,\\
dS_{ij}&=\langle d\chi_i|\chi_j\rangle+\langle\chi_i|d\chi_j\rangle.
\end{aligned}$$

Multiply by $c_ic_j$ and sum. Since $h$ is Hermitian and the functions are real, the two terms with moving functions are equal in each line. Equation (8) becomes

$$dE=\langle\psi|dV|\psi\rangle+2\sum_ic_i\langle d\chi_i|(h-E)|\psi\rangle. \tag{19}$$

The second part is the Pulay term. It vanishes if $\psi$ solves $h\psi=E\psi$ as a differential equation. It also vanishes if every $d\chi_i$ lies in the span of the basis, because the matrix equation says that $\langle\chi_j|(h-E)|\psi\rangle=0$ for each $j$. Neither holds for our two functions. Integration gives

$$0.133903+0.078887=0.212790\ \text{hartree/bohr}.$$

The Pulay term is 37 percent of the slope when, as in (14), the shallower well and its function move. The split depends on this choice, while the sum does not: if the deeper well and its function move instead, the same integrals give $0.103+0.110$ hartree/bohr. The Pulay term is nonzero because the basis is incomplete, but it is not the error of the slope. The sum is the true slope of the level computed in this basis, not that of the level in a complete basis. There the level lies at $-0.764$ hartree and its slope is $0.193$ hartree/bohr, so the two-function slope is too large by 0.020 hartree/bohr, whereas the potential part alone is too small by 0.059.

## Following the eigenpair over a finite step

Suppose now that the matrices are twice continuously differentiable; the branch then is too. Taylor's theorem says that the predictions

$$g=c+h\,dc,\qquad E_{\rm lin}=E+h\,dE \tag{20}$$

have errors of order $h^2$, where $h$ is from here on the step in $\lambda$. A better energy comes from the same vector. Let a tilde mark quantities at the new parameter value, and write $g=\tilde c+\delta$ with $\delta=O(h^2)$. The Rayleigh quotient $\rho=g^T\tilde Hg/g^T\tilde Sg$ satisfies

$$\rho-\tilde E=\frac{g^T(\tilde H-\tilde E\tilde S)g}{g^T\tilde Sg}=\frac{\delta^T(\tilde H-\tilde E\tilde S)\delta}{g^T\tilde Sg}=O(h^4). \tag{21}$$

The terms linear in $\delta$ vanish because $(\tilde H-\tilde E\tilde S)\tilde c=0$. Expanding $\delta$ by (3) turns the last numerator into $\sum_m(\tilde E_m-\tilde E)(\tilde c_m^T\tilde S\delta)^2$. For the lowest level this is never negative, so $\rho$ cannot fall below $\tilde E$.

Errors relative to the solved $2\times2$ problem at the new separation are:

| Step (bohr) | $E_{\rm lin}$ (hartree) | $\rho$ (hartree) |
|---|---|---|
| 0.2 | $2.80\times10^{-3}$ | $4.37\times10^{-6}$ |
| 0.1 | $6.85\times10^{-4}$ | $2.71\times10^{-7}$ |

Halving the step divides the errors by about 4 and 16, as the orders require. The linear prediction lies above the solved level, so the curve bends downward here. The 0.1 bohr step estimates its second derivative as $-2(6.85\times10^{-4})/0.1^2=-0.137$ hartree/bohr$^2$, and the 0.2 bohr step gives $-0.140$ in the same way. To leading order the estimates drift linearly with the step because of the third-order term, and a linear extrapolation to zero step gives about $-0.134$ hartree/bohr$^2$.

The step must respect the gap. By (9), the predicted admixture of state $m$ is $h$ times the coupling divided by $E_n-E_m$, and it should be small compared with one. For the 0.2 bohr step it is $0.2\times0.130=0.026$. Near an avoided crossing the same step could be far too long.

## When levels coincide

If $E$ is $r$-fold degenerate at the point considered, (11) has zero denominators and $K$ is singular. Let the columns of $C$ be any $S$-orthonormal basis of the degenerate space. Suppose that $r$ differentiable branches with $S$-orthonormal vectors pass through the point. Each starts from some $c=Cy$, and (7) holds along it. Multiplying (7) by $C^T$ removes the left side, and $C^TSC=1$, so

$$C^T(dH-E\,dS)C\,y=dE\,y. \tag{22}$$

The $r$ slopes are the eigenvalues of this small matrix. If they are distinct, its eigenvectors select the combinations that continue smoothly; among branches with equal slopes, (22) does not decide. Formula (8) with an arbitrary vector of the space gives a diagonal element of the matrix, which in general is not a slope. In a six-dimensional test with a double level, (22) gives the slopes 0.01111 and 0.22719 in model units, and the slopes found from the change of the two levels over a small step agree with these to $2.3\times10^{-6}$ in the same units. The remaining values are in the numerical output.

## Computed results

```
Exponents a, b = 0.5, 0.5 bohr^-2; R = 2.5 bohr
Depths D1, D2 = 1.0, 0.8 hartree
Factor q = 0.816497 (no unit); k = 0.333333 bohr^-2
H11, H22, H12 = -0.647829, -0.504863, -0.294354 hartree
S12 = 0.209611 (no unit)
dH11, dH22, dH12 = 0.135554, 0.169443, 0.313185 hartree/bohr
dS12 = -0.262014 bohr^-1
Lower, upper E = -0.733987, -0.342607 hartree
Lower minus upper E = -0.391380 hartree
Lower vector c = 0.782515, 0.479850 (no unit)
Upper vector = 0.658503, -0.903161 (no unit)
c^T dH c = 0.357215 hartree/bohr
c^T dS c = -0.196767 bohr^-1
-E c^T dS c = -0.144425 hartree/bohr
dE/dR, formula = 0.212790 hartree/bohr
dE/dR, differences = 0.212790 hartree/bohr
dE/dR, converted = 10.9421 eV/angstrom
Coupling upper-lower = -0.050814 hartree/bohr
Mixing coefficient = 0.129834 bohr^-1
Coefficient -c^T dS c/2 = 0.098384 bohr^-1
Mixing part of dc = 0.085496, -0.117261 bohr^-1
Normalization part of dc = 0.076987, 0.047209 bohr^-1
dc/dR, formula = 0.162483, -0.070052 bohr^-1
dc/dR, differences = 0.162483, -0.070052 bohr^-1
Norm drift without normalization part = -0.196767 bohr^-1
Norm drift with it, magnitude = 9.0e-11 bohr^-1
Expectation of dV/dR = 0.133903 hartree/bohr
Pulay term = 0.078887 hartree/bohr
Step 0.2 bohr: solved E = -0.69422874 hartree
  linear E = -0.69142905 hartree, error 2.80e-03 hartree
  Rayleigh E = -0.69422438 hartree, error 4.37e-06 hartree
  vector error in S norm = 4.11e-03 (no unit)
Step 0.1 bohr: solved E = -0.71339307 hartree
  linear E = -0.71270803 hartree, error 6.85e-04 hartree
  Rayleigh E = -0.71339280 hartree, error 2.71e-07 hartree
  vector error in S norm = 9.95e-04 (no unit)
Error ratios, steps 0.02 and 0.01 bohr (no unit):
  vector 4.015, linear E 4.011, Rayleigh E 16.032
6x6 test, largest slope error = 3.1e-08 (model units)
6x6 test, largest vector error = 5.3e-08 (model units)
Degenerate slopes, block = 0.01111, 0.22719 (model units)
Degenerate slopes, largest error = 2.3e-06 (model units)
```
